# Pippard's longitudinal ultrasonic attenuation in a free-electron metal: verification in Python

```python
# Result under test: energy attenuation of longitudinal sound in a free-electron metal,
#   alpha = n m/(rho v_s tau) * G(a),  G = a^2 atan(a)/(3(a - atan a)) - 1,  a = q l,
# with G -> 4 a^2/15 for a << 1 and G -> pi a/6 for a >> 1 (alpha independent of l).
# n electron density, m electron mass, rho mass density, v_s sound speed, q wavenumber,
# l = v_F tau mean free path, v_F Fermi velocity, u lattice velocity amplitude,
# s = v_s/v_F, so that omega tau = s a. k_TF is the Thomas-Fermi wavenumber.
import numpy as np
import sympy as sym
from scipy import constants as const, sparse
from scipy.optimize import newton
from scipy.sparse.linalg import spsolve
from scipy.special import expit


def pippard(a):
    return a**2 * np.arctan(a) / (3 * (a - np.arctan(a))) - 1


def bracket_finite_frequency(a, omega_tau):
    """Complex bracket with omega*tau retained; its real part gives the damping."""
    w = 1 - 1j * omega_tau
    t = np.arctan(a / w)
    return a**2 * t / (3 * (a - w * t)) - 1


def kinetic(a, s, screening=0.0, momentum_rate=1.0, drag=1.0):
    """Solve Boltzmann + Poisson equations in Legendre harmonics c_j.
    Energies are in units of m v_F u; y = e E l/(m v_F u); screening = (q/k_TF)^2.
    Rates are in units of 1/tau. drag = 0 removes the lattice motion from the
    collision term and the collision force from the ions.
    Returns G from the work done by the ions and G from collisional dissipation."""
    size = int(40 * a) + 60
    j = np.arange(size)
    rate = np.ones(size)
    rate[0], rate[1] = 0.0, momentum_rate
    lower = 1j * a * j / (2 * j - 1)
    upper = 1j * a * (j + 1) / (2 * j + 3)
    streaming = sparse.diags([lower[1:], rate - 1j * s * a, upper[:-1]], [-1, 0, 1])
    field_column = sparse.csc_matrix(([1.0 + 0j], ([1], [0])), shape=(size, 1))
    density_row = sparse.csc_matrix(([1.0 + 0j], ([0], [0])), shape=(1, size))
    corner = sparse.csc_matrix(np.array([[1j * screening / a]]))
    matrix = sparse.bmat([[streaming, field_column], [density_row, corner]], format="csc")
    source = np.zeros(size + 1, complex)
    source[1] = momentum_rate * drag
    source[-1] = 1 / (3 * s)          # ion density change imposed by the wave
    solution = spsolve(matrix, source)
    c, y = solution[:-1], solution[-1]
    work = -(y + drag * momentum_rate * (c[1] - 1)).real
    departure = c.copy()
    departure[1] -= 1
    dissipation = 3 * np.sum(rate * np.abs(departure)**2 / (2 * j + 1))
    return work, dissipation


# Round parameters, rough regime of a very pure simple metal in liquid helium
m, e, hbar, kB = const.m_e, const.e, const.hbar, const.k
n, rho, v_s = 1.0e29, 5.0e3, 5.0e3
frequency, path, temperature, strain = 1.0e8, 50e-6, 4.0, 1.0e-6
k_F = (3 * np.pi**2 * n)**(1 / 3)
v_F = hbar * k_F / m
E_F = m * v_F**2 / 2
k_TF = np.sqrt(e**2 * 3 * n / (2 * E_F) / const.epsilon_0)
s = v_s / v_F
omega = 2 * np.pi * frequency
q = omega / v_s
tau = path / v_F
a0 = q * path
to_dB_cm = 10 / np.log(10) / 100


def alpha(wavenumber, free_path):
    return n * m * v_F / (rho * v_s * free_path) * pippard(wavenumber * free_path)


# Kinetic solution against the formula, and work against dissipation
largest_formula_error = largest_energy_error = 0.0
for a in (0.05, 0.3, 1.0, 3.0, 10.0, 60.0, 1000.0):
    work, dissipation = kinetic(a, s)
    full = bracket_finite_frequency(a, s * a).real
    assert abs(work / full - 1) < 1e-7
    assert abs(work / dissipation - 1) < 1e-7
    assert abs(work / pippard(a) - 1) < 2 * s**2
    largest_formula_error = max(largest_formula_error, abs(work / pippard(a) - 1))
    largest_energy_error = max(largest_energy_error, abs(work / dissipation - 1))

# Both limits, from the kinetic solution and from symbolic expansion
small_ratio = kinetic(0.02, s)[0] / (4 * 0.02**2 / 15)
large_ratio = kinetic(1000.0, s)[0] / (np.pi * 1000 / 6)
assert abs(small_ratio - 1) < 1e-3 and abs(large_ratio - 1) < 2e-3
x, z = sym.symbols("x z", positive=True)
atan_series = sum((-1)**k * x**(2 * k + 1) / (2 * k + 1) for k in range(6))
small = sym.series(sym.cancel(x**2 * atan_series / (3 * (x - atan_series))) - 1,
                   x, 0, 6).removeO()
assert small.coeff(x, 2) == sym.Rational(4, 15)
assert small.coeff(x, 4) == -sym.Rational(12, 175)
# z = 1/a, and atan(1/z) = pi/2 - atan(z); this is z*G
large = (sym.pi / 2 - sym.atan(z)) / (3 * (1 - sym.pi * z / 2 + z * sym.atan(z))) - z
large_first = large.subs(z, 0)
large_second = sym.diff(large, z).subs(z, 0)
assert sym.simplify(large_first - sym.pi / 6) == 0
assert sym.simplify(large_second - (sym.pi**2 / 12 - sym.Rational(4, 3))) == 0

# Omitted drag adds one; the momentum relaxation rate has no influence
reference = kinetic(a0, s)[0]
drag_excess = kinetic(a0, s, drag=0.0)[0] - reference
momentum_change = kinetic(a0, s, momentum_rate=5.0)[0] / reference - 1
assert abs(drag_excess - 1) < 1e-8
assert abs(momentum_change) < 1e-8

# Incomplete screening reduces the drift and density by 1/(1 + (q/k_TF)^2)
r = 0.05
incomplete = kinetic(a0, s, screening=r)[0]
assert abs(incomplete / ((reference + r**2) / (1 + r)**2) - 1) < 1e-4

# Spatial decay from the complex root of the ion equation of motion
bare_stiffness = rho * v_s**2 - n * m * v_F**2 / 3
assert bare_stiffness > 0


def ion_equation(scaled_q):
    a = scaled_q * q * path
    y = -bracket_finite_frequency(a, omega * tau) - 1j * a**2 / (3 * omega * tau)
    value = rho * omega**2 - bare_stiffness * (scaled_q * q)**2
    return (value - 1j * omega * n * m / tau * y) / (rho * omega**2)


root = newton(ion_equation, 1 + 0.001j, x1=1.001 + 0.002j, tol=1e-12)
alpha_root = 2 * root.imag * q
assert abs(alpha_root / alpha(q, path) - 1) < 1e-3


def golden_rule_alpha(mass_along, mass_across):
    """Net quantum absorption from the screened potential (2/3) E_F * strain."""
    potential = 2 * E_F * strain / 3
    k_resonant = mass_along * omega / (hbar * q) - q / 2
    energy_along = (hbar * k_resonant)**2 / (2 * mass_along)
    across = E_F - energy_along + np.linspace(-45, 45, 6001) * kB * temperature
    reduced = (energy_along + across - E_F) / (kB * temperature)
    difference = expit(-reduced) - expit(-reduced - hbar * omega / (kB * temperature))
    integral = np.sum((difference[1:] + difference[:-1]) / 2 * np.diff(across))
    states = 2 / (2 * np.pi)**3 * mass_along / (hbar**2 * q)
    states *= 2 * np.pi * mass_across / hbar**2 * integral
    power = 2 * np.pi / hbar * (potential / 2)**2 * hbar * omega * states
    return power / (0.5 * rho * (strain * v_s)**2 * v_s)


alpha_limit = np.pi * n * m * v_F * q / (6 * rho * v_s)
alpha_golden = golden_rule_alpha(m, m)
assert abs(alpha_golden / alpha_limit - 1) < 1e-5
mass_ratio = 1.5                       # along q / across q, fixed density of states
anisotropy = golden_rule_alpha(m * mass_ratio**(2 / 3), m * mass_ratio**(-1 / 3))
anisotropy /= alpha_golden
assert abs(anisotropy / mass_ratio**(1 / 3) - 1) < 1e-5

# Sizes of other neglected effects
bounce = q * np.sqrt(2 * E_F * strain / 3 / m) * tau
assert bounce < 1
resistivity = m / (n * e**2 * tau)
half_path = alpha(q, path / 2) / alpha(q, path)

print(f"electron density: {n * 1e-6:.2e} cm^-3")
print(f"mass density: {rho / 1000:.1f} g/cm^3")
print(f"sound speed v_s: {v_s / 1000:.1f} km/s")
print(f"frequency: {frequency / 1e6:.0f} MHz")
print(f"temperature: {temperature:.1f} K")
print(f"mean free path l: {path * 1e6:.0f} um")
print(f"Fermi energy: {E_F / e:.3f} eV")
print(f"Fermi velocity: {v_F / 1000:.1f} km/s")
print(f"relaxation time: {tau * 1e12:.2f} ps")
print(f"resistivity if all harmonics relax alike: {resistivity * 1e11:.3f} nOhm cm")
print(f"wavenumber q: {q / 100:.1f} cm^-1")
print(f"ql: {a0:.4f} (no unit)")
print(f"omega tau: {omega * tau:.5f} (no unit)")
print(f"prefactor nm/(rho v_s tau): {n * m / (rho * v_s * tau) / 100:.4f} cm^-1")
print(f"bracket G(ql): {pippard(a0):.4f} (no unit)")
print(f"attenuation: {alpha(q, path) / 100:.4f} cm^-1"
      f" = {alpha(q, path) * to_dB_cm:.3f} dB/cm")
print(f"attenuation from complex wavenumber: {alpha_root * to_dB_cm:.3f} dB/cm")
print(f"large-ql limit: {alpha_limit / 100:.4f} cm^-1"
      f" = {alpha_limit * to_dB_cm:.3f} dB/cm")
print(f"golden-rule attenuation: {alpha_golden * to_dB_cm:.3f} dB/cm")
print("Path dependence at fixed frequency; attenuations in dB/cm")
for free_path in (0.5e-6, 5e-6, 50e-6, 500e-6):
    a = q * free_path
    unit = n * m * v_F / (rho * v_s * free_path) * to_dB_cm
    print(f"l={free_path * 1e6:.1f} um, ql={a:.4f}: full {unit * pippard(a):.4f},"
          f" small-ql {unit * 4 * a**2 / 15:.4f}, no drag {unit * (pippard(a) + 1):.3f}")
print("Frequency dependence at the stated path; attenuations in dB/cm")
for f in (1e7, 1e8, 1e9):
    wave = 2 * np.pi * f / v_s
    limit = np.pi * n * m * v_F * wave / (6 * rho * v_s)
    print(f"f={f / 1e6:.0f} MHz, ql={wave * path:.4f}: full"
          f" {alpha(wave, path) * to_dB_cm:.4f}, large-ql {limit * to_dB_cm:.4f}")
print("Tests (no unit)")
print(f"largest relative error of formula against kinetics: {largest_formula_error:.1e}")
print(f"largest relative work-dissipation mismatch: {largest_energy_error:.1e}")
print(f"kinetic G over 4a^2/15 at ql=0.02: {small_ratio:.5f}")
print(f"kinetic G over pi a/6 at ql=1000: {large_ratio:.5f}")
print(f"constant term of G at large ql: {float(large_second):.4f}")
print(f"excess of G when drag is omitted: {drag_excess:.6f}")
print(f"relative change for 5-fold momentum relaxation rate: {momentum_change:.1e}")
print(f"G ratio for (q/k_TF)^2={r:.2f}: {incomplete / reference:.4f}")
print("Neglected effects for the example (no unit unless stated)")
print(f"(v_s/v_F)^2: {s**2:.2e}")
print(f"incomplete screening, 2(q/k_TF)^2: {2 * (q / k_TF)**2:.1e}")
print(f"kT/E_F: {kB * temperature / E_F:.1e}")
print(f"hbar omega/kT: {hbar * omega / (kB * temperature):.1e}")
print(f"strain amplitude assumed: {strain:.1e}")
print(f"trapping frequency times tau: {bounce:.1e}")
print(f"large-ql attenuation factor, mass ratio {mass_ratio:.1f}: {anisotropy:.4f}")
print(f"attenuation factor if higher harmonics relax twice as fast: {half_path:.4f}")
print("success")
```

Printed output:

```
electron density: 1.00e+23 cm^-3
mass density: 5.0 g/cm^3
sound speed v_s: 5.0 km/s
frequency: 100 MHz
temperature: 4.0 K
mean free path l: 50 um
Fermi energy: 7.856 eV
Fermi velocity: 1662.4 km/s
relaxation time: 30.08 ps
resistivity if all harmonics relax alike: 1.180 nOhm cm
wavenumber q: 1256.6 cm^-1
ql: 6.2832 (no unit)
omega tau: 0.01890 (no unit)
prefactor nm/(rho v_s tau): 1.2115 cm^-1
bracket G(ql): 2.8179 (no unit)
attenuation: 3.4137 cm^-1 = 14.826 dB/cm
attenuation from complex wavenumber: 14.826 dB/cm
large-ql limit: 3.9855 cm^-1 = 17.309 dB/cm
golden-rule attenuation: 17.309 dB/cm
Path dependence at fixed frequency; attenuations in dB/cm
l=0.5 um, ql=0.0628: full 0.5533, small-ql 0.5539, no drag 526.681
l=5.0 um, ql=0.6283: full 5.0677, small-ql 5.5388, no drag 57.680
l=50.0 um, ql=6.2832: full 14.8256, small-ql 55.3885, no drag 20.087
l=500.0 um, ql=62.8319: full 17.0422, small-ql 553.8846, no drag 17.568
Frequency dependence at the stated path; attenuations in dB/cm
f=10 MHz, ql=0.6283: full 0.5068, large-ql 1.7309
f=100 MHz, ql=6.2832: full 14.8256, large-ql 17.3089
f=1000 MHz, ql=62.8319: full 170.4216, large-ql 173.0889
Tests (no unit)
largest relative error of formula against kinetics: 5.1e-06
largest relative work-dissipation mismatch: 5.0e-14
kinetic G over 4a^2/15 at ql=0.02: 0.99990
kinetic G over pi a/6 at ql=1000: 0.99902
constant term of G at large ql: -0.5109
excess of G when drag is omitted: 1.000000
relative change for 5-fold momentum relaxation rate: 4.4e-16
G ratio for (q/k_TF)^2=0.05: 0.9078
Neglected effects for the example (no unit unless stated)
(v_s/v_F)^2: 9.05e-06
incomplete screening, 2(q/k_TF)^2: 9.1e-11
kT/E_F: 4.4e-05
hbar omega/kT: 1.2e-03
strain amplitude assumed: 1.0e-06
trapping frequency times tau: 3.6e-03
large-ql attenuation factor, mass ratio 1.5: 1.1447
attenuation factor if higher harmonics relax twice as fast: 0.8593
success
```
